# Vibronic levels and reduction factors of a Jahn–Teller doublet, part 2

An electronic doublet with real states $\theta=(1,0)$, $\epsilon=(0,1)$ is coupled linearly to one doubly degenerate vibration of frequency $\omega$, in a system with a threefold axis. Units have $\hbar=1$, and $\mathcal E=E/\omega$. With dimensionless coordinates $Q_x=\rho\cos\phi$, $Q_y=\rho\sin\phi$, the Hamiltonian is $H/\omega=\tfrac12(P_x^2+P_y^2+Q_x^2+Q_y^2)+W$. With $|\pm\rangle=(1,\pm i)/\sqrt2$, $\sigma_+=|+\rangle\langle-|$ and $\sigma_-=\sigma_+^\dagger$,

$$\sigma_z=\sigma_++\sigma_-,\qquad \sigma_x=-i\sigma_++i\sigma_-,\qquad W=k\rho\,\bigl(e^{-i\phi}\sigma_++e^{i\phi}\sigma_-\bigr),\tag{2}$$

where $k>0$. The eigenvalues of $W$ are $-k\rho$, with $u=(-\sin\tfrac\phi2,\cos\tfrac\phi2)$, and $+k\rho$, with $w=(\cos\tfrac\phi2,\sin\tfrac\phi2)$. Both vectors change sign round the origin (Berry phase $\pi$). The lower surface $V_-=\tfrac12(\rho-k)^2-\tfrac12k^2$ has a circular trough at $\rho=k$, of depth $E_{JT}=\tfrac12k^2\omega$.

The conserved $J=L+\tfrac12\sigma_y$, with $L=-i\partial_\phi$, has half-odd eigenvalues $j$. Complex conjugation $K$ and the reflection $R=\sigma_z\times(Q_y\to-Q_y)$ commute with $H$, reverse $J$ and exchange $|\pm\rangle$. The eigenstates are

$$\psi_j=\frac1{\sqrt{2\pi}}\Bigl[a(\rho)\,e^{i(j-1/2)\phi}|+\rangle+b(\rho)\,e^{i(j+1/2)\phi}|-\rangle\Bigr].\tag{5}$$

With $T=-\tfrac12(\partial_\rho^2+\rho^{-1}\partial_\rho)+\tfrac12\rho^2$,

$$\Bigl[T+\frac{(j-\frac12)^2}{2\rho^2}\Bigr]a+k\rho\,b=\mathcal E a,\qquad \Bigl[T+\frac{(j+\frac12)^2}{2\rho^2}\Bigr]b+k\rho\,a=\mathcal E b.\tag{6}$$

Levels are simple within each $j$, and $a,b$ are chosen real. Their weights are $A=\int_0^\infty|a|^2\rho\,d\rho$ and $B=\int_0^\infty|b|^2\rho\,d\rho$, with $A+B=1$. On the adiabatic sheets,

$$\psi_j=\frac{e^{ij\phi}}{\sqrt{2\pi}}\bigl[f_L(\rho)\,iu+f_U(\rho)\,w\bigr],\qquad f_L=\frac{a-b}{\sqrt2},\quad f_U=\frac{a+b}{\sqrt2}.\tag{7}$$

In an oscillator basis, the block $j=m+\tfrac12$ ($m\ge0$) is a chain with amplitudes $c_n$, $n=0,1,\dots$, obeying $t_{n-1}c_{n-1}+(d_n-\mathcal E)c_n+t_nc_{n+1}=0$, with no $c_{-1}$. Here $d_n=m+n+1$ and

$$t_0,t_1,t_2,\dots=k\,\bigl(\sqrt{m+1},\ \sqrt1,\ \sqrt{m+2},\ \sqrt2,\ \sqrt{m+3},\dots\bigr).\tag{9}$$

Even sites carry $|+\rangle$ and odd sites $|-\rangle$. The program also diagonalizes $H$ independently in products of Cartesian oscillator states.

## 8. The ground level is the doublet $j=\pm\tfrac12$

Since $W\ge-k\rho$, the Hamiltonian is bounded below by the kinetic energy plus $V_-$, which grows without limit at large $\rho$. The spectrum is therefore discrete and each block has a lowest level $\mathcal E_j$. Let $j\ge\tfrac12$, let $(a,b)$ be the normalized lowest solution of (6) for $j+1$, and use the same pair of radial functions as a trial state in block $j$. Only the centrifugal terms differ, by $(j+\tfrac12)^2-(j-\tfrac12)^2=2j$ for $a$ and $(j+\tfrac32)^2-(j+\tfrac12)^2=2j+2$ for $b$. The trial state has finite energy because these terms are smaller in block $j$, so the variational principle applies:

$$\mathcal E_j\le\mathcal E_{j+1}-\int_0^\infty\frac{2j\,a^2+(2j+2)\,b^2}{2\rho^2}\,\rho\,d\rho<\mathcal E_{j+1}.$$

The lowest level rises strictly with $|j|$. The lowest level of all lies in the blocks $j=\pm\tfrac12$ and is simple in each, so the ground level is exactly twofold for every $k>0$. The vibronic ground state keeps the E symmetry of the electronic doublet however deep the trough is.

## 9. Ham reduction factors

A weak perturbation that acts only on the electron is a combination of $1,\sigma_x,\sigma_y,\sigma_z$. To first order it acts through its projection on the degenerate vibronic level. The operator $\sigma_y$ is imaginary and unchanged by the threefold rotation; in a trigonal system the orbital angular momentum along the axis has this form, and so has the spin–orbit coupling for a fixed spin projection. The real pair $\sigma_z,\sigma_x$ transforms as E and describes strain or a low-symmetry field.

Take a doublet $\psi_+=\psi_j$ with $j>0$ and $\psi_-=K\psi_+$. With $a,b$ real,

$$\psi_-=\frac1{\sqrt{2\pi}}\Bigl[a\,e^{-i(j-1/2)\phi}|-\rangle+b\,e^{-i(j+1/2)\phi}|+\rangle\Bigr].$$

Let $\mathcal P$ project on the doublet, and define vibronic Pauli matrices by letting $\psi_\pm$ play the part of $|\pm\rangle$: $\tau_y=|\psi_+\rangle\langle\psi_+|-|\psi_-\rangle\langle\psi_-|$, $\tau_+=|\psi_+\rangle\langle\psi_-|$, $\tau_-=\tau_+^\dagger$, $\tau_z=\tau_++\tau_-$ and $\tau_x=-i\tau_++i\tau_-$.

For $\sigma_y$ the diagonal elements are $\langle\psi_\pm|\sigma_y|\psi_\pm\rangle=\pm(A-B)$. The off-diagonal element vanishes because $\sigma_y$ commutes with $J$ and the two states have different $j$. Hence

$$\mathcal P\sigma_y\mathcal P=p\,\tau_y,\qquad p=A-B=2A-1.\tag{10}$$

For $\sigma_+=|+\rangle\langle-|$ each matrix element is the overlap of the $|+\rangle$ component of the bra with the $|-\rangle$ component of the ket. Write $\overline{g}=\frac1{2\pi}\int_0^{2\pi}g\,d\phi$ and $S=\int ab\,\rho\,d\rho$. The four elements are

$$\langle\psi_+|\sigma_+|\psi_+\rangle=S\,\overline{e^{i\phi}}=0,\qquad\langle\psi_-|\sigma_+|\psi_-\rangle=S\,\overline{e^{i\phi}}=0,$$

$$\langle\psi_+|\sigma_+|\psi_-\rangle=A\,\overline{e^{-i(2j-1)\phi}},\qquad \langle\psi_-|\sigma_+|\psi_+\rangle=B\,\overline{e^{i(2j+1)\phi}}=0 .$$

The last vanishes because $2j+1\ge2$. The third equals $A$ if $j=\tfrac12$ and zero otherwise. Reality of $a$ was used here: the radial integrand is $a\cdot a$ only because the bra supplies $a^*$, the conjugated ket supplies $a^*$ again, and $a^*=a$.

For $j=\tfrac12$, then, $\mathcal P\sigma_\pm\mathcal P=A\tau_\pm$, and by (2)

$$\mathcal P\sigma_z\mathcal P=q\,\tau_z,\qquad\mathcal P\sigma_x\mathcal P=q\,\tau_x,\qquad q=A .$$

Eliminating $A$ with (10),

$$q=\frac{1+p}{2}\qquad(j=\pm\tfrac12).\tag{11}$$

The relation is exact at every $k$. It uses no property of $a$ and $b$ beyond reality and normalization, so it holds for the radially excited $j=\pm\tfrac12$ doublets as well as for the ground doublet. It does not hold for every level: for $|j|\ge\tfrac32$ all four elements vanish and $q=0$, while $(1+p)/2=A$ is positive, because $c_0=0$ in the chain would force every $c_n$ to vanish. The reason is a selection rule. The operators $\sigma_\pm$ change $j$ by one unit, and the partners $\pm j$ differ by $2|j|$.

The real partners make the signs concrete. From $(|+\rangle+|-\rangle)/\sqrt2=(1,0)$, $(|+\rangle-|-\rangle)/(i\sqrt2)=(0,1)$ and the corresponding sums with the factors $e^{\pm i\phi}$,

$$\Psi_\theta=\frac{\psi_++\psi_-}{\sqrt2}=\frac{a\,(1,0)+b\,(\cos\phi,\sin\phi)}{\sqrt{2\pi}},\qquad\Psi_\epsilon=\frac{\psi_+-\psi_-}{i\sqrt2}=\frac{a\,(0,1)+b\,(\sin\phi,-\cos\phi)}{\sqrt{2\pi}}.$$

The first is even under $R$, like $\theta$, and the second odd, like $\epsilon$. In $\langle\Psi_\theta|\sigma_z|\Psi_\theta\rangle$ the integrand is $(a+b\cos\phi)^2-b^2\sin^2\phi=a^2+2ab\cos\phi+b^2\cos2\phi$, whose angular mean is $a^2$. This gives $q=A$ again, with a positive sign that does not depend on a phase convention. The program takes $q$ from this element and separately from $\langle\Psi_\theta|\sigma_x|\Psi_\epsilon\rangle$, takes $p$ from $\langle\Psi_\theta|\sigma_y|\Psi_\epsilon\rangle=-ip$, all with Cartesian eigenvectors, and asserts (11) for the ground doublet at four values of $k$. Among the lowest eight doublets at $k=2$ it asserts (11) for both $j=\tfrac12$ doublets and $q=0$ for the rest.

A perturbation $\lambda\sigma_y$ acts in the doublet as $p\lambda\tau_y$ and splits it by $2p\lambda$, and $\delta\sigma_z$ splits it by $2q\delta$, to first order. The corrections are of third order, because both splittings are odd functions. For $\lambda\sigma_y$, $J$ is still conserved and $R$ reverses both $J$ and $\lambda$, so $E_{-j}(\lambda)=E_j(-\lambda)$. For $\delta\sigma_z$, $R$ is still conserved. The unitary $U=e^{i\pi J}$ commutes with $H$ and multiplies $\sigma_\pm$ by $e^{\pm i\pi}=-1$, so it reverses $\delta$. Also $RUR=e^{-i\pi J}=e^{-2\pi iJ}U=-U$ because $j$ is half-odd, so $U$ exchanges the even and odd sectors, and $E_{\rm odd}(\delta)=E_{\rm even}(-\delta)$. First order is adequate when the perturbation is small compared with the distance to the vibronic levels it couples to. For $\sigma_z$ these include $|j|=\tfrac32$.

## 10. Weak coupling

Add a field $h\sigma_y$ to $H/\omega$. It commutes with $J$, and in the $j=\tfrac12$ chain it adds $+h$ on even sites and $-h$ on odd sites. The level is simple within the block, so the Hellmann–Feynman theorem gives $p=d\mathcal E/dh$ at $h=0$. For $m=0$ the off-diagonal elements are $k,k,\sqrt2k,\dots$ Put $\mathcal E=1+h+\eta$ and $D=1-2h$. Then $d_0-\mathcal E=-\eta$, $d_1-\mathcal E=(2-h)-(1+h+\eta)=D-\eta$ and $d_2-\mathcal E=2-\eta$. The first three equations are

$$-\eta c_0+kc_1=0,\qquad kc_0+(D-\eta)c_1+kc_2=0,\qquad kc_1+(2-\eta)c_2+\sqrt2kc_3=0 .$$

The amplitude $c_n$ is of order $k^n$, so the third equation gives $c_2=-\tfrac12kc_1\,[1+O(k^2)]$, and the second gives $c_1=-kc_0/(D-\eta-\tfrac12k^2+O(k^4))$. The first becomes $\eta=-k^2/(D-\eta-\tfrac12k^2+O(k^4))$. At lowest order $\eta=-k^2/D$. Inserting this in the denominator and expanding,

$$\eta=-\frac{k^2}{D}+k^4\Bigl(\frac1{D^3}-\frac1{2D^2}\Bigr)+O(k^6).$$

At $D=1$, $\eta=-k^2+\tfrac12k^4$. The derivative is $d\eta/dD=k^2/D^2+k^4(-3/D^4+1/D^3)$, which is $k^2-2k^4$ at $D=1$, and $dD/dh=-2$. With (11),

$$\mathcal E=1-k^2+\tfrac12k^4,\qquad p=1-2k^2+4k^4,\qquad q=1-k^2+2k^4,\tag{12}$$

each up to $O(k^6)$. At leading order the ground level falls by $k^2\omega=2E_{JT}$, twice the depth of the trough. The trough depth is not a bound on this shift, because the shift is measured from the uncoupled zero-point level $\mathcal E=1$, far above a shallow trough. At leading order $p$ falls twice as fast as $q$: the weight $B=k^2$ moved to $|-\rangle$ counts against $\sigma_y$ with the opposite sign, whereas it merely drops out of $q$. At $k=0.02$ the Cartesian diagonalization gives $k^4$ coefficients $0.500$, $3.996$ and $1.998$, asserted to agree with $\tfrac12$, $4$ and $2$ within $0.02$. The truncated series has a short range. At $k=0.5$ it gives $p=1-0.5+0.25=0.75$, which is 13% above the computed $0.6627$.

## 11. Strong coupling

Write $(j\mp\tfrac12)^2=j^2+\tfrac14\mp j$ in (6). Subtracting the second equation from the first and dividing by $\sqrt2$, and then adding them in the same way,

$$\Bigl[T+\frac{j^2+\frac14}{2\rho^2}-k\rho\Bigr]f_L-\frac{j}{2\rho^2}f_U=\mathcal Ef_L,\qquad\Bigl[T+\frac{j^2+\frac14}{2\rho^2}+k\rho\Bigr]f_U-\frac{j}{2\rho^2}f_L=\mathcal Ef_U .$$

The extra $\tfrac14$ is the diagonal Born–Oppenheimer correction, $\langle u'|u'\rangle=\tfrac14$. Put $f=g/\sqrt\rho$. Then $f'=g'\rho^{-1/2}-\tfrac12g\rho^{-3/2}$ and $f''=g''\rho^{-1/2}-g'\rho^{-3/2}+\tfrac34g\rho^{-5/2}$, so $\sqrt\rho\,(f''+f'/\rho)=g''+(\tfrac34-\tfrac12)g/\rho^2=g''+g/(4\rho^2)$. The kinetic term contributes $-\tfrac14/(2\rho^2)$, which cancels the correction exactly:

$$h_Lg_L-\frac j{2\rho^2}g_U=\mathcal Eg_L,\qquad h_Ug_U-\frac j{2\rho^2}g_L=\mathcal Eg_U,\qquad h_{L,U}=-\tfrac12\partial_\rho^2+\tfrac12\rho^2\mp k\rho+\frac{j^2}{2\rho^2}.\tag{13}$$

The measure is now $d\rho$. These equations are still exact. Setting $g_U=0$ restricts the trial space, so the lowest eigenvalue of $h_L$ is an upper bound to $\mathcal E_j$.

**Energies.** Let $k\to\infty$ at fixed $j$ and fixed radial quantum number $n$. With $x=\rho-k$,

$$h_L=-\tfrac12k^2+\tfrac12(-\partial_x^2+x^2)+\frac{j^2}{2k^2}\Bigl(1-\frac{2x}{k}+\frac{3x^2}{k^2}-\dots\Bigr).$$

The oscillator functions have weight of order $e^{-k^2}$ times a power of $k$ near $\rho=0$, so the range of $x$ can be extended to the whole line without changing any power of $1/k$. In first order the odd powers of $x$ average to zero and $\langle x^2\rangle=n+\tfrac12$. The linear term acts beyond first order through $\tfrac12x^2-j^2x/k^3=\tfrac12(x-j^2/k^3)^2-j^4/2k^6$, a shift of the centre by $j^2/k^3$ and of the energy by $-j^4/2k^6$. The intersheet coupling has size $j/2k^2$ at the trough and acts across the gap $2k^2$, so in second order it contributes $-(j/2k^2)^2/2k^2=-j^2/8k^6$. Both are of order $k^{-6}$, as is the $x^4$ term. Hence

$$\mathcal E_{n,j}=-\frac{k^2}{2}+n+\frac12+\frac{j^2}{2k^2}+\frac{3j^2(n+\frac12)}{2k^4}+O(k^{-6}).\tag{14}$$

The terms are the trough depth, one radial oscillator, and a rotor of moment of inertia $k^2$ with half-odd angular momentum. The program extrapolates the $k^{-4}$ coefficient from chains at $k=10$ and $20$ for $j=\tfrac12,\tfrac32$ and $n=0,1$, and asserts agreement with (14) within 1% of the coefficient.

At leading order the first two spacings above the ground level are $(\tfrac94-\tfrac14)/2k^2=1/k^2$ and $(\tfrac{25}4-\tfrac14)/2k^2=3/k^2$, in the ratio $\tfrac13$. A particle on the same surface $V_-$ with no electronic state attached has integer $m$, a non-degenerate ground level $m=0$, and spacings in the ratio $1^2:2^2=\tfrac14$. At $k=10$ the computed ratios are $0.3335$ and $0.2501$. The surface is the same in both cases, so the difference is due to the boundary condition on the ring.

**The factor $p$ for $n=0$.** From (7), $a=(f_U+f_L)/\sqrt2$ and $b=(f_U-f_L)/\sqrt2$, so $a^2-b^2=2f_Lf_U$ and $p=2\int g_Lg_U\,d\rho$. On one sheet $p$ is zero, because a real vector has $\langle u|\sigma_y|u\rangle=0$. A non-zero $p$ measures the admixture of the upper sheet. The second equation of (13) gives $g_U=(h_U-\mathcal E)^{-1}(j/2\rho^2)g_L$, of size $j/4k^4$. Its reaction on the first equation is a perturbation of order $k^{-6}$, and its weight in the norm is of order $k^{-8}$. To the accuracy needed, $g_L$ is the normalized ground state $g$ of $h_L$ and $\mathcal E$ is its eigenvalue. Since the resolvent is symmetric,

$$p=2\int\chi\,\frac{j}{2\rho^2}\,g\,d\rho,\qquad(h_U-\mathcal E)\chi=g .$$

Write $\chi=gs$. Then $(h_L-\mathcal E)(gs)=s\,(h_L-\mathcal E)g-g's'-\tfrac12gs''$, whose first term is zero, and $h_U=h_L+2k\rho$. The function $g$ is a Gaussian centred at $j^2/k^3$, so $g'/g=-x+O(k^{-3})$. Dividing by $g$,

$$2k\rho\,s+xs'-\tfrac12s''=1 .$$

The leading solution is $s_0=1/(2k\rho)$, with $s_0'=-1/(2k\rho^2)$ and $s_0''=1/(k\rho^3)$. One iteration gives $s_1=-(xs_0'-\tfrac12s_0'')/(2k\rho)$, so $s_1/s_0=x/(2k\rho^2)+1/(2k\rho^3)$. The second piece is of order $k^{-4}$. The first is $x/2k^3$ at leading order, which is odd in $x$ and survives the average only when multiplied by another factor $x/k$, again giving $k^{-4}$. Therefore $p=j\,\langle1/(2k\rho^3)\rangle\,[1+O(k^{-4})]$. Expanding $\rho^{-3}=k^{-3}(1-3x/k+6x^2/k^2-\dots)$ with $\langle x\rangle=j^2/k^3$ and $\langle x^2\rangle=\tfrac12$, and setting $j=\tfrac12$,

$$p=\frac1{4k^4}\Bigl[1+\frac3{k^2}+O(k^{-4})\Bigr],\qquad\frac1{4k^4}=\Bigl(\frac{\omega}{4E_{JT}}\Bigr)^2,\qquad q\to\tfrac12 .\tag{15}$$

The extrapolated coefficient from the chains is $2.999$, asserted to equal 3 within $0.03$. The quenching of $\sigma_y$ follows a power law in this model. At $k=10$, (15) gives $1.03/(4\times10^4)=2.575\times10^{-5}$, which is 0.1% below the computed $2.5775\times10^{-5}$.

The limit $q=\tfrac12$ has a direct reading. On the lower sheet $b=-a$, and $\Psi_\theta\propto(1-\cos\phi,-\sin\phi)=-2\sin\frac\phi2\;u$. The nuclear density is proportional to $\sin^2\frac\phi2=\tfrac12(1-\cos\phi)$, and $\langle u|\sigma_z|u\rangle=\sin^2\frac\phi2-\cos^2\frac\phi2=-\cos\phi$. The average is $\overline{(1-\cos\phi)(-\cos\phi)}\big/\,\overline{(1-\cos\phi)}=\tfrac12$. The factor $\sin\frac\phi2$ changes sign round the ring as the Berry phase demands, and its node at $\phi=0$ piles the density on the side where $\sigma_z$ is positive. Strain keeps half its strength however strong the coupling. The window for first-order theory narrows, however, since the gap to $|j|=\tfrac32$ falls as $\omega/k^2$.

The computed ground doublet interpolates between (12) and (15):

| $k$ | $E_{JT}/\omega$ | $\mathcal E$ | $p$ | $q$ |
|---|---|---|---|---|
| 0.5 | 0.125 | 0.7738 | 0.6627 | 0.8313 |
| 1 | 0.5 | 0.2330 | 0.2970 | 0.6485 |
| 2 | 2 | −1.4457 | 0.0395 | 0.5198 |
| 3 | 4.5 | −3.9829 | 0.00485 | 0.5024 |
| 5 | 12.5 | −11.9947 | 0.000455 | 0.5002 |

The first four rows have $p$ and $q$ computed independently in the Cartesian basis. The last row comes from the chain, where both are read from $A$, so it is not a check of (11).

The ground level of the one-mode linear model is the doublet $j=\pm\tfrac12$, for which $q=(1+p)/2$ holds exactly at every $k$, with $p\to0$ and $q\to\tfrac12$ at strong coupling. It remains to see how this relation fails with quadratic coupling or several modes, and to work through a numerical example.
